# Two-phase and three-phase layers in a ternary diffusion couple

**Q.** I anneal ternary couples at fixed temperature and pressure. Some grow a band of matrix with precipitates. Should I also expect a band in which three phases are intermixed?

**A.** Not as a growing layer, if local equilibrium holds. By "layer" I mean a zone of finite width with its phases intermixed, described by its mean composition. Three phases can still lie side by side in separate layers.

Start with the potentials. In every phase \(p\), at fixed temperature and pressure, the Gibbs–Duhem relation is

\[
x_A^p\,d\mu_A+x_B^p\,d\mu_B+x_C^p\,d\mu_C=0 .
\]

Coexisting phases share the same \(\mu_i\), so \(P\) phases impose \(P\) equations on three changes \(d\mu_i\). If these are independent, \(F=3-P\) changes remain free.

For two phases \(F=1\): \(d\mu\) must be perpendicular to both composition vectors, hence parallel to \(\mathbf x^\alpha\times\mathbf x^\beta\). The potentials can change from one tie line to the next, so a gradient can exist inside the layer.

For three phases whose compositions form a genuine triangle, the determinant of the three equations is nonzero. Then \(d\mu_A=d\mu_B=d\mu_C=0\), and the potentials are uniform throughout the zone.

**Q.** Uniform potentials mean no flux. Is that the whole proof?

**A.** No. It freezes the interior, but the edge might still advance, fed from outside. To examine this, take equal molar volumes and a volume-fixed frame, and define

\[
\mathbf c=(x_B,x_C),\qquad \mathbf M=(\mu_B-\mu_A,\ \mu_C-\mu_A),\qquad
\mathbf J=-L\,\partial_x\mathbf M .
\]

\(L\) is symmetric and positive definite, with the molar volume absorbed in it. Inside the zone \(\mathbf J=0\), so \(\partial_t\mathbf c=-\partial_x\mathbf J=0\).

We also need stability. The equilibrium free energy \(g(\mathbf c)\), mixtures included, is convex, and \(\mathbf M\) is its slope. Convexity says

\[
g_2\ge g_1+\mathbf M_1\!\cdot(\mathbf c_2-\mathbf c_1),\qquad
g_1\ge g_2+\mathbf M_2\!\cdot(\mathbf c_1-\mathbf c_2).
\]

Adding these and cancelling \(g_1+g_2\) gives

\[
(\mathbf M_1-\mathbf M_2)\cdot(\mathbf c_1-\mathbf c_2)\ge0. \tag{1}
\]

Put the three-phase zone on the left of an edge moving right at speed \(v\). In time \(dt\) a slice \(v\,dt\) changes from \(\mathbf c_{out}\) to \(\mathbf c_{in}\). Its gain equals inflow minus outflow, and the inflow is zero:

\[
v(\mathbf c_{in}-\mathbf c_{out})=-\mathbf J_{out}=L\,\partial_x\mathbf M .
\]

Multiply by the outside gradient:

\[
v(\mathbf c_{in}-\mathbf c_{out})\cdot\partial_x\mathbf M
=\partial_x\mathbf M\cdot L\,\partial_x\mathbf M>0 . \tag{2}
\]

Local equilibrium makes \(\mathbf M\) continuous at the edge. A distance \(\delta\) outside, it differs from its three-phase value by \(\delta\,\partial_x\mathbf M\) to leading order. Insert this point and the zone into (1), divide by \(\delta\), and let \(\delta\to0\): \((\mathbf c_{out}-\mathbf c_{in})\cdot\partial_x\mathbf M\ge0\). The factor multiplying \(v\) in (2) is therefore not positive, while the product is positive. Hence \(v<0\): the zone recedes.

**Q.** You assumed a flux just outside. What if that flux vanishes too?

**A.** Then use the whole couple. With uniform end alloys, and before diffusion reaches the outer ends, the profiles depend on \(\eta=x/\sqrt t\). Write \(\mathbf J=\mathbf j(\eta)/\sqrt t\), so that \(\mathbf j=-L\mathbf M'\). Since \(\partial_t\mathbf c=-(\eta/2t)\mathbf c'\) and \(\partial_x\mathbf J=\mathbf j'/t\), conservation becomes \(\mathbf j'=(\eta/2)\mathbf c'\). For constant \(L\),

\[
\frac{d}{d\eta}(\mathbf j\cdot L^{-1}\mathbf j)
=2\mathbf j'\cdot L^{-1}\mathbf j
=-\eta\,\mathbf c'\cdot\mathbf M'\le0\quad(\eta>0),
\]

because (1), applied to neighbouring points, gives \(\mathbf c'\cdot\mathbf M'\ge0\).

At an interface, conservation gives \(\mathbf j_+-\mathbf j_-=(\eta/2)(\mathbf c_+-\mathbf c_-)\). If \(\mathbf j_-=0\), then

\[
\mathbf j_+\cdot L_+^{-1}\mathbf j_+
=-\frac{\eta}{2}(\mathbf c_+-\mathbf c_-)\cdot\mathbf M'_+\le0,
\]

again by (1), so \(\mathbf j_+=0\). Once the flux is zero it stays zero outward. Conservation then allows neither a slope nor a jump in composition at \(\eta\ne0\). The three-phase zone therefore continues to the end of the couple: it is unreacted end alloy. For \(\eta<0\) the mirrored argument applies.

If \(L\) varies smoothly between interfaces, \(w=\mathbf j\cdot L^{-1}\mathbf j\) gains a term \(\mathbf j\cdot(L^{-1})'\mathbf j\), bounded by \(Kw\) for some constant \(K\). Thus \(w'\le Kw\), or \((we^{-K\eta})'\le0\), and a zero value still stays zero.

**Q.** Can you show me a two-phase layer that does grow, from single-phase alloys?

**A.** Take a schematic phase diagram whose tie triangle has corners \((0.2,0.2)\) for α, \((0.5,0.2)\) for β and \((0.2,0.5)\) for γ. Measure \(\mathbf M\) from its three-phase value and give each phase the free energy \(\tfrac k2|\mathbf c-\text{corner}|^2\), with \(k=100\) kJ/mol.

Phases sharing \(\mathbf M\) are displaced from their corners by the same \(\mathbf m=\mathbf M/k\). The mean composition is then \(\mathbf c=\mathbf q+\mathbf m\), where \(\mathbf q\) is the phase-fraction average of the corners and lies in the triangle. Minimizing \(g=\tfrac k2|\mathbf c-\mathbf q|^2\) makes \(\mathbf q\) the triangle point nearest to \(\mathbf c\).

Let \(\mathbf J=-D\,\partial_x\mathbf m\), with diagonal entries \(D_0=10^{-14}\) m²/s and off-diagonal entries \(0.5D_0\), the same in all phases. After 100 h, \(\sqrt{D_0t}=60\) µm.

Join two α alloys, \((0.197,0.02)\) on the left and \((0.197,0.18)\) on the right. They have the same B content. In α+β the nearest triangle point lies on the edge \(x_C=0.2\), so \(\mathbf m=(0,x_C-0.2)\). Thus

\[
\partial_t x_C=D_0\,\partial_x^2x_C,\qquad
\partial_t x_B=0.5D_0\,\partial_x^2x_C=0.5\,\partial_t x_C .
\]

The gradient of C feeds B into the layer, although \(M_B\) is uniform there.

**Q.** How do you find the edges of that layer?

**A.** Lengths are now in units of \(\sqrt{D_0t}\) and diffusivities in units of \(D_0\). In α, the sum \(x_B+x_C\) diffuses with coefficient 1.5 and the difference \(x_C-x_B\) with 0.5. Each is its end value plus an amplitude times \(1+\operatorname{erf}\) on the left or \(1-\operatorname{erf}\) on the right, with argument \(\eta/(2\sqrt{1.5})\) or \(\eta/(2\sqrt{0.5})\). In the layer \(x_C=p+q\operatorname{erf}(\eta/2)\). With the edges \(\eta_1<\eta_2<0\) there are eight unknowns.

At \(\eta_1\) the mean \(x_B\) cannot jump. A jump \(b>0\) would require, from flux balance, \(0-x'_{B,\alpha}=(|\eta_1|/2)(D^{-1})_{BB}\,b>0\). But \(x_B\) must rise to its solubility limit 0.2 as the edge is approached from α, so its slope there cannot be negative. The four conditions are therefore \(x_B=0.2\), \(x'_B=0\) on the α side, and continuity of \(x_C\) and \(x'_C\).

At \(\eta_2\) the α side has \(x_B=0.2\). Both \(x_C\) and \(j_C\) are continuous, because this tie line has equal \(x_C\) at its two ends. The fourth condition is

\[
j_{B,\alpha}-j_{B,\rm layer}=\frac{\eta_2}{2}(0.2-x_{B,\rm layer}).
\]

The solution is \(\eta_1=-2.392\), \(\eta_2=-0.539\). The width after 100 h is \((2.392-0.539)\times60=111\) µm, and it grows as \(\sqrt t\).

A fixed point enters the layer with \(x_C=0.0268\) and leaves it with \(x_C=0.0741\). Just before leaving, its B content and β fraction are

\[
x_B=0.2+0.5(0.0741-0.0268)=0.2237,\qquad
f_\beta=\frac{0.0237}{0.3}=0.079 .
\]

A separate finite-difference calculation with 1 µm cells puts the edges at −144 and −32 µm, against −143.5 and −32.3 µm here. It gives a width of 56 µm at 25 h and 112 µm at 100 h.

**Q.** Both alloys began with the same B content. Has B moved uphill?

**A.** Yes, in terms of mole fraction. B is conserved, so enrichment above 0.197 requires depletion below 0.197 elsewhere. There has been a net transfer from the depleted region to the enriched one. The free energy still falls, because the dissipation \(-\mathbf J\cdot\partial_x\mathbf M=\partial_x\mathbf M\cdot L\,\partial_x\mathbf M\) is not negative.

**Q.** What if I choose alloys so that the composition path has to cross the tie triangle?

**A.** It crosses in a jump. Join α at \((0.1,0.1)\) to a β+γ alloy at \((0.4,0.4)\). By symmetry \(x_B=x_C=u\), and \(u\) diffuses with coefficient \(1.5D_0\) on both sides. The triangle occupies \(0.2<u<0.35\). If one ignored the phases and drew a smooth error-function profile, 145 µm of the couple would lie in that range after 100 h.

With local equilibrium, \(u\) jumps from 0.2 to 0.35 at \(\eta_0\). The error-function profiles on the two sides must satisfy the flux balance

\[
\frac{1.5\,e^{-z^2}}{\sqrt{1.5\pi}}
\left[\frac{0.1}{1+\operatorname{erf}z}-\frac{0.05}{1-\operatorname{erf}z}\right]
=\frac{\eta_0}{2}\,0.15,\qquad z=\frac{\eta_0}{2\sqrt{1.5}} .
\]

This puts the interface at 17.0 µm, as does the finite-difference calculation. There, at most one cell had a three-phase composition at any sampled time: the cell containing the moving interface.

The symmetry is not essential. With ends \((0.12,0.08)\) and \((0.44,0.36)\), the calculation gives 11 to 12 µm of α+β, depending on the grid, and again at most one three-phase cell.

In the plane of \(M_B\) and \(M_C\), one phase occupies an area, two phases a line and three phases a point. A profile can run along the line over a finite width, but it passes the point at an interface.

**Q.** And if one of my end alloys is already three-phase?

**A.** It is consumed, unless the other alloy has the same potentials, in which case nothing happens. For \((0.30,0.25)\) against α at \((0.1,0.1)\), the three-phase edge retreats 37 µm in 25 h and 75 µm in 100 h, consistent with \(\sqrt t\) on a 1 µm grid. The remaining interior keeps its mean composition.

**Q.** How does this compare with a real couple, and what could give me a three-phase band after all?

**A.** The time and diffusivity are rough values for Ni-rich Ni–Cr–Al couples annealed at 1100–1200 °C. A diagonal diffusivity of \(10^{-14}\) m²/s belongs to the lower end of that range, and values at 1200 °C are several times larger. The phase diagram is not that of the alloy, and giving all phases one diffusivity matrix is a strong simplification. Real diffusivities vary with composition and phase. If all were three times larger, the 111 µm layer would be \(\sqrt3\) times wider, about 190 µm. Lowering only the cross diffusivity by 20 % gives 98 µm. The alloy choice matters more: with a B content of 0.190 in both alloys instead of 0.197, farther from the solubility limit, the similarity solution gives a layer only 15 µm wide. Treating β particles as impermeable spheres multiplies the flux by \((1-f_\beta)/(1+f_\beta/2)=0.89\) at the peak fraction. These changes alter the two-phase width, not the three-phase argument.

Effects that do loosen the argument can be compared with the 4.7 kJ/mol drop of \(M_C\) across the two-phase layer:

- Curvature: for surface energy 0.5 J/m², radius 1 µm, molar volume 7 cm³/mol and a composition difference of 0.3, the shift \(2\sigma V_m/(r\,\Delta x)\) is 23 J/mol, or 0.5 %. It scales as \(1/r\): 5 % at 100 nm and 25 % at 20 nm. Even 23 J/mol matters for the two-phase layer, because without precipitation \(M_B\) would exceed its solubility value by at most 0.74 kJ/mol for a B content of 0.197 and 37 J/mol for 0.190. The shift narrows the 111 µm layer to 107 µm and the 15 µm layer to 9 µm.
- Stress: a pressure change of 100 MPa along the layer, felt equally by all phases, with phase volumes that differ by 5 % per unit difference in mole fraction (1.5 % for a difference of 0.3), gives 35 J/mol, or 0.7 %. The same 100 MPa as a difference between precipitate and matrix acts like curvature and gives \(V_m\,\Delta P/\Delta x=2.3\) kJ/mol, about half the drop.
- Temperature: 1 K across the layer, with phase entropies that differ by \(R\) per unit difference in mole fraction, gives 8 J/mol, or 0.2 %. Over 111 µm that is already a steep gradient, about 9 K/mm.

For equal width and mobility, such differences could drive fluxes through a three-phase zone of about these percentages of the flux driven by the full drop. That is below 1 % for coarse particles that are not stressed against the matrix, but it need not be small for fine particles or for particles under a different pressure from the matrix.

A fourth component is a larger change. At fixed temperature and pressure \(F=4-P\), so three phases keep one free potential and the prohibition disappears. If you find a wide three-phase band, check for a fourth component, for phases formed during cooling, and for a failure of local equilibrium. The numerical output lists the values for all four couples.

## Table of computed values

```
temperature: 1473 K; anneal: 100 h
diagonal diffusivity: 1.0e-14 m^2/s; cross/diagonal: 0.5
free-energy curvature k: 100 kJ/mol = 8.16 RT
triangle corner alpha (x_B, x_C): [0.2 0.2]
triangle corner beta (x_B, x_C): [0.5 0.2]
triangle corner gamma (x_B, x_C): [0.2 0.5]
free potentials for 1, 2, 3 phases: [2, 1, 0]
determinant of three phase compositions: 0.090
two-phase d_mu against Gibbs-Duhem direction, sine: 5.9e-15
couple 1 ends (x_B, x_C): [0.197 0.02 ] | [0.197 0.18 ]
couple 2 ends (x_B, x_C): [0.1 0.1] | [0.4 0.4]
couple 3 ends (x_B, x_C): [0.12 0.08] | [0.44 0.36]
couple 4 ends (x_B, x_C): [0.3  0.25] | [0.1 0.1]
diffusion length sqrt(D0 t) at 100 h: 60.0 um
grid cell: 1.0 um
couple 1 layer width, grid, 25 h: 56 um
couple 1 layer width, grid, 100 h: 112 um
couple 1 edges, grid, 100 h: -144, -32 um
couple 1 edges, similarity, 100 h: -143.5, -32.3 um
couple 1 edges eta: -2.392, -0.539
couple 1 width, similarity, 100 h: 111.2 um
couple 1 x_C at layer edges: 0.0268, 0.0741
couple 1 peak beta fraction, similarity: 0.0788; grid: 0.0775
couple 1 peak mean x_B in layer: 0.2237
couple 1 drop of M_C across layer: 4731 J/mol
couple 1 most three-phase cells at any sampled time: 0
couple 2 most three-phase cells at any sampled time: 1
couple 3 most three-phase cells at any sampled time: 1
couple 2 interface at 100 h, Stefan: 17.0 um; grid: 17.0 um
couple 2 three-phase width if phases are ignored: 145 um
couple 3 width of alpha+beta at 100 h: 12 um
couple 4 three-phase alloy consumed, 25 h: 37 um; 100 h: 75 um
couple 4 composition change inside the zone: 0.0e+00
assumed: surface energy 0.5 J/m^2, particle radius 1 um, molar volume 7 cm^3/mol
curvature shift of M: 23.3 J/mol = 0.49 % of drop
stress shift (100 MPa, 5 % volume misfit): 35.0 J/mol = 0.74 % of drop
shift for 1 K across layer (entropy R): 8.3 J/mol = 0.18 % of drop
flux factor from beta obstruction at peak: 0.886
couple 1 width with cross diffusivity 20 % lower: 98.2 um
```
